# Why an Aligned Central Trap Halves the Tunnelling Exponent

**Question.** An insulating barrier leaks by direct tunnelling and also through single traps inside it. When the barrier is made thicker, why does the leakage through the best-placed traps fall more slowly than the direct leakage, and by what factor do the two exponents differ?

## The mechanism: stored electrons and added waiting times

Inside a rectangular barrier the wave function of an electron decays as $e^{-\kappa x}$, and its probability as $e^{-2\kappa x}$. A direct electron has to cross the full thickness $d$ in one attempt. Its chance contains $e^{-2\kappa d}$, which can be read as a product of two factors $e^{-\kappa d}$, one for each half of the barrier. Nothing holds the electron in the middle, so both small factors have to be paid together.

A trap in the middle changes this. An electron that has crossed the first half can stay there, and the second crossing then starts from the trap. Each crossing has a rate proportional to $e^{-2\kappa(d/2)}=e^{-\kappa d}$. The mean time for a complete passage is the sum of two waiting times, each proportional to $e^{\kappa d}$. A sum of two such times is still proportional to $e^{\kappa d}$, whereas the product of the two small probabilities is proportional to $e^{-2\kappa d}$.

To make this quantitative we need the direct current, the two rates, and the position that makes the total waiting time shortest.

## The direct current

We use Hartree atomic units with electron mass 1, one dimension and one spin channel. The potential is $V_0$ for $0<x<d$ and zero in the two identical electrodes. For an energy $E<V_0$,

$$k=\sqrt{2E},\qquad \kappa=\sqrt{2(V_0-E)} .$$

Let the transmitted wave be $e^{ik(x-d)}$. In the barrier write $\psi=Ce^{\kappa(d-x)}+De^{-\kappa(d-x)}$. Continuity of $\psi$ and $\psi'$ at $x=d$ requires

$$C+D=1,\qquad -\kappa(C-D)=ik ,$$

so that $C=(\kappa-ik)/(2\kappa)$. For $\kappa d\gg1$ the $C$ term dominates at $x=0$, where $\psi\approx Ce^{\kappa d}$ and $\psi'\approx-\kappa Ce^{\kappa d}$. In the left electrode the amplitude of the incident wave $e^{ikx}$ is

$$A=\frac12\left(\psi+\frac{\psi'}{ik}\right)_{x=0}
=Ce^{\kappa d}\,\frac{k+i\kappa}{2k}.$$

Since the transmitted amplitude is 1 and the electrodes are identical, the transmission is

$$T=\frac1{|A|^2}=T_0e^{-2\kappa d},\qquad
T_0=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}.$$

Let the temperature be low ($k_BT\ll W$), so that in a narrow energy window of width $W$ the left states are filled and the right states empty, and neglect the small tilt that the bias gives the barrier. One channel delivers electrons at the rate $dE/(2\pi)$ per energy interval. If $\kappa d$ changes by much less than 1 across the window,

$$I_{\rm dir}=\frac{W T_0}{2\pi}\,e^{-2\kappa d}.$$

## The trap level and its two escape rates

Model the trap by an attractive well $-g\,\delta(x-a)$, at distance $a$ from the left electrode and $b=d-a$ from the right one. Integrating the Schrödinger equation across the well gives

$$\psi'(a^+)-\psi'(a^-)=-2g\,\psi(a).$$

In an infinitely thick barrier the bound state is $e^{-\kappa|x-a|}$. Its derivative jumps by $-2\kappa\psi(a)$, so $\kappa=g$ and the level lies at $E_t=V_0-g^2/2$.

In a finite barrier the electron can leave. A decaying state has no incoming waves. On the left we therefore have $e^{-ikx}$ in the electrode and, up to a common factor, $e^{\kappa x}+\rho e^{-\kappa x}$ in the barrier. Matching $\psi'/\psi$ at $x=0$ gives

$$\kappa\,\frac{1-\rho}{1+\rho}=-ik
\quad\Rightarrow\quad
\rho=\frac{\kappa+ik}{\kappa-ik}=\frac{(\kappa+ik)^2}{\kappa^2+k^2}.$$

Just left of the trap, to first order in the small exponential,

$$\frac{\psi'}{\psi}=\kappa\,\frac{1-\rho e^{-2\kappa a}}{1+\rho e^{-2\kappa a}}
\approx\kappa\left(1-2\rho e^{-2\kappa a}\right).$$

By mirror symmetry the value just right of it is $-\kappa(1-2\rho e^{-2\kappa b})$. The jump condition becomes

$$-2\kappa+2\kappa\rho\left(e^{-2\kappa a}+e^{-2\kappa b}\right)=-2g ,$$

so $\kappa$ is shifted from $g$ by $\delta\kappa\approx\kappa\rho(e^{-2\kappa a}+e^{-2\kappa b})$. Because $E=V_0-\kappa^2/2$, the energy shifts by $\delta E=-\kappa\,\delta\kappa$. With ${\rm Im}\,\rho=2\kappa k/(\kappa^2+k^2)$,

$${\rm Im}\,E=-\frac{2\kappa^3k}{\kappa^2+k^2}\left(e^{-2\kappa a}+e^{-2\kappa b}\right).$$

The occupation probability decays as $e^{2\,{\rm Im}E\,t}=e^{-\Gamma t}$, hence $\Gamma=-2\,{\rm Im}E$. It is a sum of one term per electrode:

$$\Gamma_L=\Gamma_0e^{-2\kappa a},\qquad
\Gamma_R=\Gamma_0e^{-2\kappa b},\qquad
\Gamma_0=\frac{4\kappa^3k}{k^2+\kappa^2}.$$

## The current through the trap

Let $n$ be the mean occupation of the trap, with its level inside the window. This means the level with the bias applied: although the tilt hardly changes the tunnelling exponents, it moves a central level by $W/2$ relative to the left electrode. Electrons enter from the filled left states if the trap is empty, and leave to the empty right states if it is full. Return to the left is blocked because those states are filled. In the steady state

$$\Gamma_L(1-n)=\Gamma_Rn
\quad\Rightarrow\quad n=\frac{\Gamma_L}{\Gamma_L+\Gamma_R},$$

and the current is

$$I=\Gamma_Rn=\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R},
\qquad \frac1I=\frac1{\Gamma_L}+\frac1{\Gamma_R}.$$

The second form is the addition of waiting times.

A fully coherent calculation gives the same current. Follow the wave from right to left, as in the direct case. At the trap its growing part is $\frac12(\psi-\psi'/\kappa)$. Going from $a^+$ to $a^-$ adds $2g\psi$ to $\psi'$, so this part is multiplied by $1-g/\kappa$ when the small $D$ term is dropped. Away from resonance, and with $\kappa a$ and $\kappa b$ both large, therefore,

$$|A|^2\approx\frac{e^{2\kappa d}}{T_0}\left(1-\frac g\kappa\right)^2 .$$

Near the level, $d\kappa/dE=-1/\kappa$ gives $1-g/\kappa\approx-(E-E_t)/\kappa^2$. The small terms that were dropped move the zero of $A$ from $E_t$ to the complex energy $E_r-i\Gamma/2$ found above, with $\Gamma=\Gamma_L+\Gamma_R$. Hence

$$T(E)\approx\frac{T_0\kappa^4e^{-2\kappa d}}{(E-E_r)^2+\Gamma^2/4}
=\frac{\Gamma_L\Gamma_R}{(E-E_r)^2+\Gamma^2/4},$$

because $T_0\kappa^4=16k^2\kappa^6/(k^2+\kappa^2)^2=\Gamma_0^2$. If the window is much wider than $\Gamma$, the integral of $1/[(E-E_r)^2+\Gamma^2/4]$ is $2\pi/\Gamma$. Then $I=\int T\,dE/(2\pi)=\Gamma_L\Gamma_R/\Gamma$, as before.

The coherent picture shows what the thickness changes. At $E=E_r$ the transmission is

$$\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}=\frac1{\cosh^2[\kappa(b-a)]},$$

which equals 1 for a central trap at every thickness with $\kappa d\gg1$. The peak keeps its height, and its width shrinks as $e^{-\kappa d}$.

## The best position

Put the trap at $a=d/2+u$, so that $b=d/2-u$. Then

$$\frac1I=\frac{e^{2\kappa a}+e^{2\kappa b}}{\Gamma_0}
=\frac{2e^{\kappa d}\cosh(2\kappa u)}{\Gamma_0},
\qquad
I(u)=\frac{\Gamma_0}{2}\,\frac{e^{-\kappa d}}{\cosh(2\kappa u)}.$$

The product $\Gamma_L\Gamma_R=\Gamma_0^2e^{-2\kappa d}$ does not depend on $u$. Moving the trap shortens one wait and lengthens the other by the same factor, so their sum is least when they are equal. The best position is the centre, and

$$I_{\max}=\frac{\Gamma_0}{2}\,e^{-\kappa d}.$$

The exponent is $\kappa d$, against $2\kappa d$ for direct tunnelling at the same energy: it is half as large.

The placement need not be perfect. For traps spread uniformly in depth, all with the same aligned level, use $\int_{-\infty}^{\infty}du/\cosh(2\kappa u)=\pi/(2\kappa)$. For a thick barrier,

$$\int I\,du=\frac{\Gamma_0}{2}e^{-\kappa d}\times\frac{\pi}{2\kappa}.$$

The traps together act like those in a central slice of constant width $\pi/(2\kappa)$, each carrying the best current. The halved exponent survives the average.

## When the exponent is not halved

**The trap does not keep to the middle.** If $a=fd$ with fixed $f$, the longer gap dominates the waiting time and the exponent is $2\kappa d\max(f,1-f)$. If $a$ itself is fixed while $d$ grows, then $I\approx\Gamma_R=\Gamma_0e^{2\kappa a}e^{-2\kappa d}$, provided that $\kappa a\gg1$ and that the resonance, whose width is now close to $\Gamma_L$, is much narrower than the window. The full direct slope returns, and the trap contributes a constant factor.

**The level is not aligned.** For an electron energy well away from the resonance, and a trap several decay lengths from both electrodes, the expression for $|A|^2$ gives

$$\frac{T_{\rm with\ trap}}{T_{\rm without}}=\frac{\kappa^2}{(\kappa-g)^2},$$

with $\kappa$ taken at the electron energy. This factor is large near the resonance and falls below 1 near the barrier top, where $\kappa<g/2$. It does not depend on thickness as long as $\kappa a$ and $\kappa b$ are both large at the electron energy, a condition that fails close to the barrier top. The electron cannot stay in the trap while conserving its energy, so the passage remains one attempt over the whole barrier.

**The window is narrower than the resonance.** If $W\ll\Gamma$ and the window is kept on the peak of a central trap, then $T\approx1$ throughout and $I\approx W/(2\pi)$, independent of $d$. As the barrier thickens, $\Gamma$ shrinks below $W$ and the law $e^{-\kappa d}$ takes over.

## The numbers

Take the round model parameters $V_0=0.095$ hartree, $g=0.3$ and $W=0.001$ hartree. The level lies at $E_t=0.095-0.3^2/2=0.050$ hartree, which is 0.045 hartree (1.2 eV) below the barrier top. Then

$$\kappa=\sqrt{2\times0.045}=0.300\ \text{bohr}^{-1},\qquad
k=\sqrt{2\times0.050}=0.316\ \text{bohr}^{-1},$$

$$T_0=\frac{16\times0.1\times0.09}{0.19^2}=3.99,\qquad
\Gamma_0=\frac{4\times0.3^3\times0.316}{0.19}=0.180\ \text{hartree}.$$

For $d=40$ bohr (2.1 nm), where $\kappa d=12$,

$$I_{\max}=\frac{0.180}{2}e^{-12}=5.5\times10^{-7},\qquad
I_{\rm dir}=\frac{0.001\times3.99}{2\pi}e^{-24}=2.4\times10^{-14}$$

in atomic units, or about 3.7 nA and $1.6\times10^{-16}$ A. These are currents of one channel in one dimension, not predictions for a device. They also assume a temperature far below $W/k_B\approx316$ K. At higher temperature the states on both sides are partly filled, and the current through a narrow level at the centre of the window is multiplied by $\tanh[W/(4k_BT)]$, which is about 0.26 at 300 K.

The formulas were compared with a numerical solution of the full scattering problem, integrated over the window. Its currents are:

| $d$ (bohr) | central trap (a.u.) | direct (a.u.) | ratio |
|---|---|---|---|
| 30 | $1.08\times10^{-5}$ | $9.7\times10^{-12}$ | $1.1\times10^{6}$ |
| 40 | $5.5\times10^{-7}$ | $2.4\times10^{-14}$ | $2.3\times10^{7}$ |
| 50 | $2.7\times10^{-8}$ | $6.0\times10^{-17}$ | $4.6\times10^{8}$ |
| 60 | $1.4\times10^{-9}$ | $1.5\times10^{-19}$ | $9.2\times10^{9}$ |

From 40 to 60 bohr the trap current falls by a factor of about 400 and the direct current by about 160,000, which is 400 squared. The decay constants over this range are 0.2999 and 0.5998 bohr$^{-1}$, with ratio 2.000. A tenfold reduction costs 7.7 bohr (0.41 nm) of extra thickness for the trap path and 3.8 bohr (0.20 nm) for the direct path.

At 30 bohr the numerical trap current is 2.7% below the formula value of $1.109\times10^{-5}$. The finite window explains this. The part of a centred peak outside it is $1-(2/\pi)\arctan(W/\Gamma)\approx2\Gamma/(\pi W)$. With $\Gamma=2\Gamma_0e^{-9}$ this is about 2.8%, and it shrinks with the width as the barrier thickens.

In a scan of positions the largest current occurs at 20 bohr for $d=40$ bohr and at 25 bohr for $d=50$ bohr. The slice widths are 5.21 and 5.23 bohr, against $\pi/(2\kappa)=5.24$ bohr.

The exceptions behave as derived:

- A trap at one third of the thickness gives a decay constant of 0.399 bohr$^{-1}$, against $\frac23\times2\kappa=0.400$ bohr$^{-1}$.
- A trap held 15 bohr from the left electrode gives 0.600 bohr$^{-1}$, the direct value.
- At $E=0.055$ hartree, off resonance, $\kappa=0.283$ bohr$^{-1}$ and the transmission decays with $2\kappa=0.566$ bohr$^{-1}$. A central trap raises it by a factor of 272 at both 40 and 60 bohr.

The program requires the currents, the decay constants and the off-resonance gain to agree with the formulas within 2%, or within 5% for the trap current at 30 bohr.

## Which path carries more current

A slower decay does not by itself make the trap path dominant, because traps may be rare. Suppose that there are $N$ parallel direct channels for each central, aligned trap. Dividing the two currents gives

$$\frac{I_{\max}}{N I_{\rm dir}}=\frac{\pi\Gamma_0}{N W T_0}\,e^{\kappa d}.$$

The paths are equal at the thickness

$$d_*=\frac1\kappa\ln\frac{N W T_0}{\pi\Gamma_0},$$

provided that at this thickness the barrier is thick ($\kappa d_*\gg1$) and the whole resonance fits inside the window ($\Gamma\ll W$). The ratio in the table is the value of $N$ at which they balance: $2.3\times10^7$ channels per trap at 40 bohr, and $9.2\times10^9$ at 60 bohr. In a thinner barrier with few traps direct tunnelling can dominate, and thickening it then hands the leakage over to the traps. The ratio also depends on the window, since the direct current grows with $W$ while the trap current does not, once the whole resonance is inside.

The model leaves out the sideways spreading of waves in three dimensions, phonons, charging of the trap and the tilt of the barrier. A gentle tilt makes $\kappa$ vary with depth, and $\kappa d$ is replaced by $S=\int_0^d\kappa\,dx$. The direct current then contains $e^{-2S}$. The two escape rates contain $e^{-2S_a}$ and $e^{-2S_b}$, where $S_a+S_b=S$ are the parts of the integral on either side of the trap. For traps whose levels are aligned at their own depths, and apart from a small shift caused by the prefactors of the two rates, the sum of the waiting times is least for $S_a=S_b=S/2$, which gives $e^{-S}$. The best position moves away from the centre, but the exponent is still halved. Phonons can change the electron's energy between the two crossings, and then the ratio of exponents need not be one half. The factor derived here belongs to elastic tunnelling, with both paths compared at the same energy.

## Computed values

```
barrier height V0 = 0.095 hartree
trap strength g = 0.300 (atomic units)
energy window W = 0.0010 hartree
trap level E_t = 0.0500 hartree
trap depth below barrier top = 0.0450 hartree = 1.225 eV
k = 0.31623 1/bohr, kappa = 0.30000 1/bohr
direct prefactor T0 = 3.9889
rate prefactor Gamma0 = 0.17975 hartree
width a=15 b=40 bohr: numerical 2.2191e-05, formula 2.2183e-05 hartree
width a=20 b=20 bohr: numerical 2.2089e-06, formula 2.2089e-06 hartree
width a=18 b=22 bohr: numerical 3.9997e-06, formula 3.9995e-06 hartree
width a=25 b=25 bohr: numerical 1.0997e-07, formula 1.0997e-07 hartree
peak transmission a=20 b=20 bohr: numerical 1.0000, formula 1.0000
peak transmission a=30 b=30 bohr: numerical 1.0000, formula 1.0000
peak transmission a=18 b=22 bohr: numerical 0.3050, formula 0.3050
current a=17 b=23 bohr: numerical 1.7695e-07, formula 1.7770e-07 a.u.
d=30 bohr: trap 1.079e-05, direct 9.685e-12 a.u., ratio 1.114e+06
  formulas: trap 1.109e-05, direct 9.669e-12 a.u.
d=40 bohr: trap 5.515e-07, direct 2.404e-14 a.u., ratio 2.294e+07
  formulas: trap 5.522e-07, direct 2.397e-14 a.u.
d=50 bohr: trap 2.749e-08, direct 5.969e-17 a.u., ratio 4.606e+08
  formulas: trap 2.749e-08, direct 5.941e-17 a.u.
d=60 bohr: trap 1.369e-09, direct 1.483e-19 a.u., ratio 9.233e+09
  formulas: trap 1.369e-09, direct 1.473e-19 a.u.
d=40 bohr = 2.117 nm: trap 3.653e-09 A, direct 1.592e-16 A
decay 40-60 bohr, central trap = 0.29993 1/bohr
decay 40-60 bohr, direct = 0.59981 1/bohr
ratio of decays = 1.9998
thickness per tenfold drop, trap = 7.677 bohr = 0.4063 nm
thickness per tenfold drop, direct = 3.839 bohr = 0.2031 nm
d=40 bohr: best trap position = 20.0 bohr, slice width = 5.206 bohr
d=50 bohr: best trap position = 25.0 bohr, slice width = 5.234 bohr
slice width formula = 5.236 bohr
decay, trap at one third of d = 0.39912 1/bohr
decay, trap fixed 15 bohr from left = 0.59986 1/bohr
electron energy off resonance = 0.0550 hartree, kappa there = 0.28284 1/bohr
decay of off-resonance transmission = 0.56569 1/bohr
off-resonance gain at 40, 60 bohr = 271.80, 271.76; formula 271.76
```
